# Oxygen chemical potential from ideal O2 gas and its pressure dependence

An oxide at 1000 K exchanges oxygen with O2 gas. In the model worked out below, lowering the gas pressure from 1 bar to $10^{-4}$ bar raises the fraction of vacant oxygen sites from $8.78\times10^{-5}$ to $8.71\times10^{-3}$. The pressure falls by a factor 10000, while the vacancy fraction rises by a factor 99. Two things need explaining: why the response is close to the square root of the pressure ratio, and why it is 99 and not 100.

Formulas are in Hartree atomic units ($\hbar=1$), with $k$ in hartree per kelvin. Temperatures are quoted in kelvin and pressures in bar.

## 1. Simplest case: molecules without internal structure

Take $N$ identical point particles of mass $m$ in a cube of side $L$ and volume $V=L^3$. Along one edge the levels are $\pi^2n^2/(2mL^2)$, $n=1,2,\dots$, so the one-dimensional partition function is

$$
\sum_{n\ge1}e^{-\alpha n^2},\qquad \alpha=\frac{\pi^2}{2mL^2kT}.
$$

For $\alpha\ll1$ the terms vary slowly. The sum is then the integral from zero minus half the $n=0$ term:

$$
\sum_{n\ge1}e^{-\alpha n^2}\simeq\frac12\sqrt{\frac{\pi}{\alpha}}-\frac12
=\frac{L}{\lambda}-\frac12,\qquad
\lambda=\sqrt{\frac{2\pi}{mkT}} .
$$

The $\tfrac12$ is a wall correction of relative size $\lambda/(2L)$. At 1000 K an O2 molecule has $\lambda=0.18$ bohr, so the correction is negligible in any macroscopic vessel. Cubing the leading term gives $z_{tr}=V/\lambda^3$.

If the gas is so dilute that two molecules hardly ever compete for one state, the $N$-particle partition function is $z^N/N!$. The condition is $N\lambda^3/V\ll1$; at 1 bar this number is $1.4\times10^{-7}$ at 300 K and $6.7\times10^{-9}$ at 1000 K. Then

$$
F=-kT\,[N\ln z-\ln N!].
$$

Adding one molecule changes $\ln N!$ by $\ln(N+1)\simeq\ln N$, so

$$
\mu=F(N+1)-F(N)=-kT\ln\frac zN .
$$

The pressure follows from the same $F$. Since $\ln z_{tr}=\ln V-3\ln\lambda$,

$$
p=-\left(\frac{\partial F}{\partial V}\right)_{T,N}=\frac{NkT}{V},
\qquad\text{hence}\qquad \frac VN=\frac{kT}{p}.
$$

Inserting this in $\mu$ gives

$$
\mu=-kT\ln\frac{V}{N\lambda^3}=kT\ln\frac{p\lambda^3}{kT}.
$$

*Check on a limit.* Halving the pressure at fixed $T$ doubles the volume per molecule. Each molecule then has twice as many translational states available, its entropy rises by $k\ln2$, and $\mu$ falls by $kT\ln2$, as the formula says. For a whole molecule the coefficient of $\ln p$ is therefore $kT$, not $\tfrac12kT$. The half must come from elsewhere.

## 2. Exchange with the solid: the origin of the half

The solid gives up and takes in atoms, while the gas consists of molecules. Let the solid contain $N_O$ oxygen atoms and the gas $N$ molecules, in a closed system at fixed temperature and volumes. Conservation of atoms, $N_O+2N=\text{constant}$, means $dN_O=-2\,dN$. At equilibrium the total free energy is stationary:

$$
0=dF_{tot}=\mu_O\,dN_O+\mu_{O_2}\,dN=(\mu_{O_2}-2\mu_O)\,dN,
\qquad
\mu_O=\tfrac12\mu_{O_2}.
$$

With the result of section 1, the pressure-dependent part of $\mu_O$ is $\tfrac12kT\ln p$. The half counts molecules per atom.

*Check on another case.* Suppose some of the gas is atomic, with partial pressure $p_O$. The argument of section 1 applied to atoms gives $\mu_O=kT\ln p_O+g(T)$, with a full $kT$. If atoms and molecules are in equilibrium, this must equal $\tfrac12kT\ln p+h(T)$, where $p$ is the O2 partial pressure. At fixed $T$ it follows that $p_O\propto p^{1/2}$. The two descriptions agree, and the half belongs to the statement in which $p$ is the partial pressure of O2. In an ideal mixture the free energies of the species add, so an inert carrier gas does not alter the result at given $p$.

## 3. Adding the internal states of O2

The translation of a free molecule separates from its internal motion. If rotation, vibration and spin are also treated as independent of one another, which is an approximation, the partition function factorizes, $z=z_{tr}z_{rot}z_{vib}z_{spin}$, and the logarithms add. None of the internal factors contains $V$. They leave $p=NkT/V$ unchanged and shift $\mu_O$ by amounts that depend on temperature alone.

Internal energies are counted from a nonrotating molecule in its vibrational ground state. Its energy is $E_e+\omega/2$, where $E_e$ is the electronic energy at the bond minimum and $\omega$ the harmonic frequency.

**Rotation.** A rigid rotor with bond length $R$ and reduced mass $m_r$ has levels $BJ(J+1)$ with degeneracy $2J+1$ and $B=1/(2m_rR^2)$; here $J$ excludes electron spin. The $^{16}$O nuclei are spinless bosons, so the total wavefunction must be even under their exchange. The electronic ground state, $^3\Sigma_g^-$, is odd under this exchange, and the rotational function has parity $(-1)^J$. Only odd $J$ is allowed. Put $J=2j+1$ and $a=B/kT$:

$$
z_{rot}=\sum_{j\ge0}f(j),\qquad f(j)=(4j+3)\,e^{-au},\qquad u=(2j+1)(2j+2).
$$

Because $du/dj=8j+6=2(4j+3)$, the integral is elementary:

$$
\int_0^\infty f\,dj=\frac12\int_2^\infty e^{-au}\,du=\frac{e^{-2a}}{2a}=\frac1{2a}-1+O(a).
$$

The Euler–Maclaurin formula adds $f(0)/2-f'(0)/12$, which for small $a$ is $\tfrac32-\tfrac13$. Together,

$$
z_{rot}=\frac{kT}{2B}+\frac16+O\!\left(\frac{B}{kT}\right).
$$

The 2 in $kT/(2B)$ reflects the missing even levels. Dropping the $\tfrac16$ makes $\mu_O$ too high by

$$
\frac{kT}{2}\cdot\frac16\cdot\frac{2B}{kT}=\frac B6=1.1\times10^{-6}\ \text{hartree},
$$

which is negligible here. The expansion fails when $kT$ approaches $B$.

**Vibration.** With force constant $k_f$, $\omega=\sqrt{k_f/m_r}$. Counted from the ground level, the harmonic energies are $v\omega$, and the geometric series gives

$$
z_{vib}=\sum_{v\ge0}e^{-v\omega/kT}=\frac1{1-e^{-\omega/kT}}.
$$

For $kT\ll\omega$ this tends to 1: the vibration is frozen, and what remains is the zero-point energy already placed in the reference. For $kT\gg\omega$ it tends to $kT/\omega$, the classical value.

**Spin.** Translation, rotation and vibration do not exhaust the states. The ground state is a triplet, and when its small splittings are far below $kT$ all three components are equally populated, so $z_{spin}=3$.

## 4. The assembled formula

Half of $\mu_{O_2}=E_e+\omega/2-kT\ln(z/N)$ is

$$
\mu_O(T,p)=\frac12\left(E_e+\frac\omega2\right)+\Delta\mu_O(T,p),
$$

$$
\Delta\mu_O=\frac{kT}{2}\left[\ln\frac{p\lambda^3}{kT}-\ln\frac{kT}{2B}+\ln\!\left(1-e^{-\omega/kT}\right)-\ln3\right].
$$

The pressure stands in one term. Subtracting the same expression at a reference pressure $p_0$ cancels everything else:

$$
\mu_O(T,p)=\mu_O(T,p_0)+\frac{kT}{2}\ln\frac{p}{p_0}.
$$

The logarithm thus has a dimensionless argument, and the value assigned to "the pressure term" depends on the chosen $p_0$. The slope $\partial\mu_O/\partial\ln p=\tfrac12kT$ does not.

*Test against explicit state sums.* Free energies were built from box levels, odd rotor levels and numerically diagonalized levels of the same harmonic potential, then differenced in $N$ and $V$ to obtain $\mu$ and $p$. At 300 and 1000 K, between 0.01 and 1 bar, the result agrees with the formula to within $3\times10^{-8}$ hartree once $B/6$ is subtracted. The slope of $\mu_O/kT$ against $\ln p$ is 0.5000 at both temperatures.

*Limit of frozen vibration.* At fixed $p$, $\lambda^3/kT\propto T^{-5/2}$ and the rotational term adds another $T^{-1}$. Hence $\Delta\mu_O/kT$ should change by $-\tfrac74\ln2=-1.213$ when $T$ doubles. The computed values at 1 bar, $-0.01007$ hartree at 300 K and $-0.02247$ hartree at 600 K, give $-10.60$ and $-11.83$ after division by $kT$, a change of about $-1.225$. The remaining $-0.012$ is the vibration beginning to thaw: $\tfrac12\ln(1-e^{-\omega/kT})$ is $-0.0121$ at 600 K and $-0.0003$ at 300 K.

## 5. Numbers for O2 at 1000 K

Unrestricted Kohn–Sham theory with the PBE functional and the def2-TZVP basis gives, for the triplet, $R=2.303$ bohr and $k_f=0.733$ hartree/bohr$^2$. From these, $\omega=0.00709$ hartree and $B=6.47\times10^{-6}$ hartree. With $kT=0.003167$ hartree and $p=1$ bar, the four terms are:

- Translation: $p\lambda^3/kT=6.74\times10^{-9}$, whose logarithm is $-18.82$. Times $kT/2$ this is $-0.0298$ hartree.
- Rotation: $kT/(2B)=245$, with logarithm $5.50$, giving $-0.0087$ hartree.
- Vibration: $\omega/kT=2.24$, so $\ln(1-e^{-2.24})=-0.113$, giving $-0.0002$ hartree.
- Spin: $-\tfrac12kT\ln3=-0.0017$ hartree.

The sum is $\Delta\mu_O=-0.0404$ hartree, or $-1.10$ eV. At this temperature the spin term is about ten times the vibrational one, so a list that stops at vibration omits the larger of the two.

The molecular data enter weakly. Since $B\propto R^{-2}$, a relative change $\delta R/R$ shifts $\Delta\mu_O$ by $-kT\,\delta R/R$; one per cent in $R$ amounts to $3\times10^{-5}$ hartree. The derivative with respect to $\omega$ is $\tfrac12/(e^{\omega/kT}-1)=0.06$, so one per cent in $\omega$ changes $\Delta\mu_O$ by $4\times10^{-6}$ hartree; it also changes the zero-point part $\omega/4$ of the reference by $1.8\times10^{-5}$ hartree. The reference $\tfrac12(E_e+\omega/2)$ is different: an error of the functional or basis in $E_e$ passes into $\mu_O$ with weight one half. It does not affect the pressure dependence.

Lowering the pressure to $10^{-4}$ bar adds

$$
\frac{kT}{2}\ln10^{-4}=0.001583\times(-9.210)=-0.0146\ \text{hartree}=-0.397\ \text{eV},
$$

so that $\Delta\mu_O=-0.0550$ hartree, or $-1.50$ eV.

## 6. From chemical potential to vacancies

Let a crystal have $M$ equivalent oxygen sites, $n$ of them empty, with neutral, noninteracting vacancies that each have a single electronic state. Let $E_r$ be the energy needed to move one atom from the crystal into half an O2 molecule at the energy zero of section 3. Changes in crystal vibrations are left out. With $N_0$ molecules present before any vacancy forms, the total free energy is, up to a constant,

$$
F_{tot}(n)=nE_r-kT\ln\frac{M!}{n!\,(M-n)!}+F_{gas}\!\left(N_0+\frac n2\right).
$$

For large numbers $d\ln n!/dn\simeq\ln n$, so the derivative of the logarithm of the binomial coefficient is $-\ln n+\ln(M-n)$. The gas contributes $\tfrac12$ times its chemical potential per molecule, which is $\Delta\mu_O$. Stationarity reads

$$
E_r-kT\ln\frac{M-n}{n}+\Delta\mu_O=0,
$$

and with $x=n/M$,

$$
\frac{x}{1-x}=\exp\!\left[-\frac{E_r+\Delta\mu_O(T,p)}{kT}\right]\propto p^{-1/2}.
$$

A lower pressure makes $\Delta\mu_O$ more negative: oxygen gains more entropy on leaving, and vacancies cost less free energy.

*Test without the equilibrium condition.* Minimizing $F_{tot}$ directly over even integers $n$ checks the stationarity argument and the assembled formula without inserting the condition $\mu_O=\tfrac12\mu_{O_2}$. The count of one molecule per two atoms still enters, through $N_0+n/2$, and it is this count that fixes the half: a gas count $N_0+n/k$ would give the slope $-1/k$. For $10^8$ sites and three amounts of gas, with released oxygen included in the final pressure, the odds $x/(1-x)$ agree with the formula to about 0.04 per cent. Most of this difference is the neglected rotor correction, $B/(6kT)=0.034$ per cent. The slope of $\ln[x/(1-x)]$ against $\ln p$ is $-0.5000$.

**The opening numbers.** Take $E_r=0.07$ hartree, a round value tied to no material. At 1 bar,

$$
E_r+\Delta\mu_O=0.0700-0.0404=0.0296\ \text{hartree},
$$

which is $9.34\,kT$, and the odds are $e^{-9.34}=8.8\times10^{-5}$. At $10^{-4}$ bar the cost is $0.0150$ hartree and the odds are $8.8\times10^{-3}$. Their ratio is $\sqrt{10^4}=100$. The vacancy fraction is odds/(1+odds), which lowers the second value by 0.9 per cent and turns 100 into 99.

For independent vacancies, the form of this saturation follows by differentiating $\ln x-\ln(1-x)=-\tfrac12\ln p+\text{constant}$. The left side gives $dx/[x(1-x)]$, hence

$$
\frac{d\ln x}{d\ln p}=-\frac12(1-x).
$$

For $x\ll1$ this is the square-root law. The odds would reach 1 at $p=(8.8\times10^{-5})^2\ \text{bar}\approx8\times10^{-9}$ bar. There half the sites would be empty, and the assumption of independent vacancies in an unchanged crystal could not be trusted. The number 99 is sensitive to that assumption much earlier. If each site has $q$ neighbours and two adjacent vacancies interact with energy $J_p$, the first-order correction $x$ becomes $x\,[1+q(1-e^{-J_p/kT})]$. For $q=6$ at 1000 K, forbidding adjacent vacancies turns the ratio into about 94, and an attraction of 0.05 eV turns it into about 103. The square-root law is the dilute limit; the one per cent departure from it belongs to the independent-site model.

## 7. Two cases where the vacancies respond differently

The term $\tfrac12kT\ln p$ in $\mu_O$ does not by itself fix how vacancies respond to the experimental controls.

**Sealed vessel, initially without gas.** Now $N_0=0$, and the pressure is made by the vacancies themselves: $p=nkT/(2V)$. In the dilute regime $n=CMp^{-1/2}$, with $C$ depending on temperature. Substitution gives

$$
n^{3/2}=CM\left(\frac{2V}{kT}\right)^{1/2},\qquad n\propto V^{1/3}.
$$

Enlarging the vessel eightfold only doubles the number of vacancies, because the released oxygen opposes further release.

**Charged vacancies.** Let each vacancy donate two electrons to a nondegenerate conduction band with electron density $n_e\propto e^{\mu_e/kT}$. The cost of a vacancy gains $2\mu_e$, so $x\propto p^{-1/2}n_e^{-2}$. If these electrons are the main carriers, neutrality gives $n_e\propto x$, hence $x^3\propto p^{-1/2}$ and $x\propto p^{-1/6}$. The oxygen chemical potential is unchanged; the exponent differs because the electrons carry their own dependence on $x$. The $-1/6$ law needs $n_e$ well below the effective density of states of the band, $1.5\times10^{20}$ cm$^{-3}$ at 1000 K for a free-electron mass. With $5\times10^{22}$ oxygen sites per cm$^3$ that density is reached near $x=1.5\times10^{-3}$; beyond it the electrons are degenerate and the pressure dependence becomes weaker.

## 8. Where the result stops holding

The slope $\tfrac12kT$ needs an ideal gas and exchange equilibrium with O2. In a dense gas, interactions add to $\mu_{O_2}$ a term that depends on pressure. If the sample cools faster than oxygen can cross its surface and diffuse through its interior, the vacancy content no longer follows the surrounding gas, and $p$ must not be inserted as if it did. This matters for a memory cell: the formula for $\mu_O$ applies to an oxide that has equilibrated with the gas during an anneal, not to one being switched by a voltage pulse.

The temperature-dependent part has narrower limits. It needs $kT$ far above both $B$ and the spin splittings, a harmonic bond, negligible coupling between rotation and vibration, and temperatures too low to populate excited electronic states. Relaxing these conditions changes $\mu_O(T,p_0)$ but not the pressure term, as long as the internal partition function stays independent of volume.

## Calculated quantities

```
O2 level: unrestricted PBE/def2-TZVP, triplet
mass of 16O atom: 15.9949 u
O2 molecular mass: 58313.8 electron masses
bond length: 2.3032 bohr
force constant: 0.7326 hartree/bohr^2
computed spin multiplicity: 3.0029
harmonic frequency omega: 0.007089 hartree
rotational constant B: 6.4656e-06 hartree
electronic energy E_e: -150.24889 hartree
half of (E_e + omega/2): -75.12267 hartree
dmu at 300 K, 1 bar: -0.010071 hartree = -0.2741 eV
dmu at 600 K, 1 bar: -0.022470 hartree = -0.6114 eV
dmu at 1000 K, 1 bar: -0.040421 hartree = -1.0999 eV
kT at 1000 K: 0.003167 hartree
thermal wavelength at 1000 K: 0.1845 bohr
1 bar in atomic units: 3.3989e-09 hartree/bohr^3
n lam^3 at 1000 K, 1 bar: 6.736e-09
n lam^3 at 300 K, 1 bar: 1.366e-07
translation part at 1000 K, 1 bar: -0.029793 hartree
rotation part at 1000 K, 1 bar: -0.008710 hartree
vibration part at 1000 K, 1 bar: -0.000179 hartree
spin part at 1000 K, 1 bar: -0.001740 hartree
pressure shift, 1 to 1e-4 bar: -0.014584 hartree = -0.3968 eV
dmu at 1000 K, 1e-4 bar: -0.055005 hartree = -1.4968 eV
model removal energy: 0.07 hartree
E_r + dmu at 1 bar: 0.029579 hartree
vacancy fraction at 1 bar: 8.7809e-05
E_r + dmu at 0.0001 bar: 0.014995 hartree
vacancy fraction at 0.0001 bar: 8.7052e-03
vacancy fraction ratio: 99.14
rotor correction B/6: 1.078e-06 hartree
largest state-sum residual: 2.38e-08 hartree
state-sum slope d(mu_O/kT)/d ln p at 300 K: 0.500000
state-sum slope d(mu_O/kT)/d ln p at 1000 K: 0.499999
closed-system crystal sites: 1e+08
closed system: p=1.16511 bar, vacancies=8138, odds=8.1387e-05, formula=8.1357e-05
closed system: p=0.11795 bar, vacancies=25572, odds=2.5579e-04, formula=2.5570e-04
closed system: p=0.01572 bar, vacancies=70008, odds=7.0057e-04, formula=7.0034e-04
closed-system slope d ln(odds)/d ln p: -0.49999
```
